Point-charge splitting of hafnium d orbitals in a cubic oxygen cage

**1. What goes wrong, and the rule that prevents it**

A ligand-field routine written for six-coordinate metal ions places the three t2 orbitals below the two e orbitals. If that order is carried over to hafnium in cubic hafnia, which has eight oxygen neighbours, the sign of the splitting is wrong. An electron added to the empty d shell of Hf⁴⁺ is then started in an orbital of the wrong symmetry, and a model Hamiltonian fitted to the levels inherits the error.

Define the splitting as

D = E(e) − E(t2).

For point charges at the same distance, with the same charge and the same d orbital,

D_oct = (5/3) k Z F4 > 0

D_cube = −(8/9) D_oct.

In the cube e lies below t2. Here k = e²/(4πε0), each neighbour carries charge −Z|e| at distance R, and

F_ℓ = ∫ ρ(r) r<^ℓ / r>^(ℓ+1) dr,

where ρ(r) is the radial probability density of the d electron, normalized to ∫ρ dr = 1, and r< and r> are the smaller and larger of r and R.

The model treats the nearest cage to first order within one d shell, without spin-orbit coupling. The x, y and z axes point at the charges of the octahedron and at the face centres of the cube. Both cages have inversion symmetry, so the full labels are e_g and t_2g.

**2. Orbitals as matrices**

Write the angular part of a real d orbital as

Y_Q = √(15/8π) r̂·Q r̂,

with Q a real, symmetric, traceless 3×3 matrix. The e orbitals have diagonal matrices:

z²: Q = diag(−1, −1, 2)/√6
x²−y²: Q = diag(1, −1, 0)/√2.

The t2 orbitals yz, zx and xy each have one symmetric pair of off-diagonal elements equal to 1/√2.

Overlaps need the average of four direction components. By isotropy and symmetry,

∫ r̂a r̂b r̂c r̂d dΩ = C(δab δcd + δac δbd + δad δbc).

Setting a = b and c = d and summing gives 4π = C(9 + 3 + 3), so C = 4π/15. For traceless matrices the first term drops out and the other two are equal, so

⟨Y_A|Y_B⟩ = (15/8π)(4π/15)(2 tr AB) = tr AB.

The five matrices above are therefore an orthonormal set.

**3. One charge in an arbitrary direction**

A charge along the unit vector n has axial symmetry about n. It does not mix orbitals of different angular momentum about n, and it gives three energies: εσ (once), επ (twice) and εδ (twice). Let u and v complete an orthonormal frame with n. The σ and π orbitals have the matrices

σ: (3nnᵀ − 1)/√6
π: (nuᵀ + unᵀ)/√2 and (nvᵀ + vnᵀ)/√2.

Their overlaps with Q are √(3/2) n·Qn, √2 u·Qn and √2 v·Qn. Since (u·Qn)² + (v·Qn)² = |Qn|² − (n·Qn)², the weights of orbital Q are

wσ = (3/2)(n·Qn)²
wπ = 2[|Qn|² − (n·Qn)²]
wδ = 1 − wσ − wπ.

For code that must handle any geometry, the same overlaps give the full 5×5 matrix:

V_ij = Σ_n [εσ Sij + επ Tij + εδ(δij − Sij − Tij)]
Sij = (3/2)(n·Qi n)(n·Qj n)
Tij = 2[(Qi n)·(Qj n) − (n·Qi n)(n·Qj n)].

If the bond lengths differ, the three energies must be evaluated separately for each bond.

**4. Averages over e and over t2**

Let s = nx⁴ + ny⁴ + nz⁴. For a diagonal Q with entries q, n·Qn is the scalar product of q with w = (nx², ny², nz²). The two e vectors q are orthonormal and perpendicular to (1,1,1)/√3, and the components of w add up to 1. Hence

Σ_e (n·Qn)² = |w|² − 1/3 = s − 1/3.

Similarly, each component obeys Σ_e qa² = 1 − 1/3 = 2/3, so Σ_e |Qn|² = 2/3. Dividing by two for the average gives

e: wσ = (1/2)(3/2)(s − 1/3) = (3s − 1)/4
e: wπ = (1/2)·2·(2/3 − s + 1/3) = 1 − s
e: wδ = 1 − (3s − 1)/4 − (1 − s) = (s + 1)/4.

Over all five orbitals the weights must add up to 1, 2 and 2, the numbers of σ, π and δ orbitals. The t2 averages are one third of what e leaves over:

t2: wσ = [1 − (3s − 1)/2]/3 = (1 − s)/2
t2: wπ = [2 − 2(1 − s)]/3 = 2s/3
t2: wδ = [2 − (s + 1)/2]/3 = (3 − s)/6.

Subtract t2 from e:

σ: (3s − 1)/4 − (1 − s)/2 = (5s − 3)/4
π: 1 − s − 2s/3 = −(5s − 3)/3
δ: (s + 1)/4 − (3 − s)/6 = (5s − 3)/12.

One charge therefore contributes

D₁ = [(5s − 3)/12] B, with B = 3εσ − 4επ + εδ.

The geometry sits in the first factor and the interaction in the second.

**5. From averages to levels**

For a general arrangement D₁ gives the distance between two averages. In the octahedron and the cube these averages are the levels themselves, for the following reasons.

A half-turn about z reverses yz and zx and leaves xy and both e orbitals unchanged. A half-turn about x reverses xy and zx and leaves the rest unchanged. The three t2 orbitals thus have different sign patterns from one another and from e, so none of these matrix elements survives. A quarter-turn about z reverses x²−y² but not z², which removes the coupling inside e.

The threefold rotation x→y→z→x permutes the t2 orbitals, so their energies are equal. It turns z² into the orbital with Q = diag(2, −1, −1)/√6, which is −1/2 times z² plus √3/2 times x²−y². Invariance of the energy then requires

E(z²) = (1/4)E(z²) + (3/4)E(x²−y²),

so the e energies are equal too.

For the octahedron s = 1 and there are six charges:

D_oct = 6(2/12)B = B.

For the cube n = (±1, ±1, ±1)/√3, so s = 3(1/9) = 1/3, and there are eight charges:

D_cube = 8[(5/3 − 3)/12]B = 8(−1/9)B = −(8/9)B.

The ratio is now established for any interaction that adds over neighbours and is axial about each bond. The Coulomb law has not yet been used.

A tetrahedron is a useful second case. Inversion turns the four charges on alternate corners of a cube into the other four. Products of two d orbitals are unchanged by inversion, so each half of the cube contributes the same matrix, and

D_tet = −(4/9)B.

**6. Sign and size for point charges**

It remains to find B. With c = cos θ measured from the bond, the angular densities integrated over azimuth and normalized on −1 ≤ c ≤ 1 are

σ: (5/8)(3c² − 1)²
π: (15/4)c²(1 − c²)
δ: (15/16)(1 − c²)².

Combine them with the factors 3, −4 and 1:

(15/8)(9c⁴ − 6c² + 1) − 15(c² − c⁴) + (15/16)(1 − 2c² + c⁴)
= (15/16)(35c⁴ − 30c² + 3)
= (15/2)P4(c),

because P4 = (35c⁴ − 30c² + 3)/8. The repulsion between the electron and the charge is

kZ/|r − R| = kZ Σ_ℓ [r<^ℓ / r>^(ℓ+1)] P_ℓ(c).

Legendre polynomials are orthogonal, so the ℓ = 4 term alone contributes to B. With ∫P4² dc = 2/9,

B = kZ F4 (15/2)(2/9) = (5/3) kZ F4.

The integrand of F4 is nowhere negative, so B > 0 and the order of the levels follows.

The separate energies are needed for the matrix of section 3. Averaging c² and c⁴ over the three densities gives

σ: ⟨c²⟩ = 11/21, ⟨c⁴⟩ = 3/7
π: ⟨c²⟩ = 3/7, ⟨c⁴⟩ = 5/21
δ: ⟨c²⟩ = 1/7, ⟨c⁴⟩ = 1/21.

Inserting these in P2 = (3c² − 1)/2 and in P4 yields

εσ = kZ(F0 + (2/7)F2 + (6/21)F4)
επ = kZ(F0 + (1/7)F2 − (4/21)F4)
εδ = kZ(F0 − (2/7)F2 + (1/21)F4).

Odd ℓ vanish because the densities are even in c, and ℓ > 4 vanish because the densities are polynomials of degree four.

The geometry shows the same order. A lobe of xy points at the middle of a cube edge, about 35° from the nearest corner. A lobe of z² points at a face centre, about 55° from the nearest corners. The t2 electron is closer to the negative charges and has the higher energy.

**7. The compact-orbital limit**

If nearly all of the density lies inside R, then

F4 ≈ ⟨r⁴⟩/R⁵, D_cube ≈ −(40/27) kZ⟨r⁴⟩/R⁵.

This overestimates the magnitude: for r > R the true factor R⁴/r⁵ is smaller than r⁴/R⁵. The ratio −8/9 does not depend on this limit, since the same F4 enters both cages.

The two e and three t2 levels balance about their mean, 2E(e) + 3E(t2) = 5Ē. Together with E(e) − E(t2) = D this gives

E(e) − Ē = (3/5)D, E(t2) − Ē = −(2/5)D.

**8. Worked example**

Take R = 0.22 nm, Z = 2 and a radial function proportional to r⁴ exp(−ζr) with ζ = 50 nm⁻¹. These are round model parameters; the orbital is not a computed hafnium orbital. Since ρ is proportional to r¹⁰ exp(−2ζr),

⟨r⟩ = 11/(2ζ) = 0.110 nm
⟨r⁴⟩ = 11·12·13·14/(2ζ)⁴ = 2.402×10⁻⁴ nm⁴.

The radial integrals give kZF0 = 13.09 eV, kZF2 = 3.554 eV and kZF4 = 1.3125 eV. Then

D_oct = (5/3)(1.3125 eV) = 2.19 eV
D_cube = −(8/9)(2.19 eV) = −1.94 eV = −0.0715 hartree.

Relative to their mean, e lies at −1.17 eV and t2 at +0.78 eV. The one-charge energies, 14.48, 13.35 and 12.13 eV for σ, π and δ, are much larger than the splitting. They should be kept to full precision in code, because B is a small difference between them.

The compact formula gives −1.99 eV for the cube, 2.3 % too large in magnitude relative to the full radial integral.

As a test, the Coulomb potential of each charge was integrated over the orbital products in three dimensions without a multipole expansion. The ratio came out as −0.888889. It was the same for ζ = 20 nm⁻¹, where ⟨r⟩ = 0.275 nm exceeds the bond length.

Equal bond length matters. With the orbital and Z held fixed, an octahedron with R = 0.21 nm has D = 2.72 eV, and the 0.22 nm cube then has −0.71 times that value.

**9. What the point charges leave out**

*Distant ions.* In the fluorite lattice the next shell holds 12 metal ions of charge +4|e| with s = 1/2, at 4/√6 = 1.633 times the bond length. Their geometric factor is 12(−1/24) = −1/2. The charge is opposite in sign to that of oxygen and twice as large, so in units of B their compact-limit contribution is (−1/2)(−2)/1.633⁵ = +0.086, against −0.889 from the cage. The lattice sum including further shells gives 0.90 of the nearest-cage splitting.

*Finite size of oxygen.* The proof that B > 0 uses point charges. An oxide ion is a nucleus inside an electron cloud, and where the d orbital penetrates that cloud it feels less repulsion. Take a nucleus of charge +8, two 1s electrons in a Slater function of exponent 7.7 bohr⁻¹, and eight valence electrons in a Slater function with n = 2. For the orbital and bond length of section 8, B falls from 2.19 eV to 1.10, 0.38 and −0.74 eV for valence exponents of 2.3, 1.925 and 1.6 bohr⁻¹. This estimate omits the orthogonality of the d orbital to the occupied oxygen orbitals, so it is not a corrected value; it shows that the size and even the sign of the purely electrostatic B depend on the point-charge assumption. The ratio −8/9 is unaffected.

*Covalent mixing.* Take one metal ion with its oxygen cage, cut out of the crystal. Let the oxygen p levels lie G below the d level, with hopping energies Vσ and Vπ and no hopping between oxygens. Each d orbital couples to one combination of p orbitals, with squared coupling X equal to the summed σ and π weights times Vσ² and Vπ²:

octahedron: X(e) = 3Vσ², X(t2) = 4Vπ²
cube: X(e) = (16/3)Vπ², X(t2) = (8/3)Vσ² + (16/9)Vπ².

The upper solution of E(E + G) = X is

E = −G/2 + √(G²/4 + X).

For weak mixing E ≈ X/G, which adds over neighbours, and the ratio −8/9 returns. With the rough values G = 8 eV, Vσ = 2.5 eV and Vπ = −1.2 eV, the cube has X(e) = 7.68 eV² and X(t2) = 19.23 eV², so

D = √23.68 − √35.23 = −1.07 eV.

The octahedron has +1.23 eV. The ratio is −0.869 because the square root is not linear in X. Covalency has the same sign as the electrostatic term here and is more than half its size, so a point-charge value should not be fitted to a total splitting as if it were the whole of it. In the fluorite crystal each oxygen is bonded to four metal ions. The same hoppings then spread the five upper levels into bands about 4.3 eV wide, and the e- and t2-projected centres of these five bands differ by −0.99 eV instead of −1.07 eV.

*Metal–metal hopping.* With rough σ, π and δ hopping energies of −0.6, 0.3 and 0 eV between nearest metal ions, hopping alone spreads five initially degenerate d levels into bands 4.8 eV wide, more than |D_cube|. The hopping averages to zero over the Brillouin zone, so the centres of the densities of states projected on the e and t2 orbitals keep the on-site splitting. The bands themselves mix e and t2 at a general wave vector, so averages over the lower two and upper three bands do not give D. At the zone centre, however, D changes by 12(−1/24)[3(−0.6) − 4(0.3)] = +1.5 eV. D is therefore a difference of orbital-projected centres and should not be read off as a gap between band edges. When oxygen orbitals are in the basis, the energy window matters: centres taken over all bands return the on-site splitting alone, and the covalent part appears only when they are taken over the d-like bands.

*Spin-orbit coupling.* A rough constant of 0.25 eV splits t2 by 0.325 eV and leaves 1.92 eV between the e and t2 groups.

**10. Beside real hafnia**

The bond length corresponds to a cubic cell edge of 0.508 nm, close to the rough value of 0.51 nm for cubic hafnia. The charge −2 is the formal ionic one; the actual charge transfer is smaller, and D is proportional to Z. The orbital exponent is a chosen round number, and D depends on it strongly: in the compact limit D varies as ζ⁻⁴, so raising ζ by 10 % lowers |D| by about 32 %. The value −1.94 eV is thus a model scale and not a measured splitting.

Ferroelectric hafnia devices break the assumption of cubic symmetry. Their polar orthorhombic phase has seven oxygen neighbours around hafnium, a case not computed here. As a guide to the effect of lower symmetry, let alternate oxygen columns of the cube shift by ±0.025 nm along z, a tetragonal-type distortion with the cell held fixed. The bonds become 0.207 and 0.235 nm, and the nearest-cage levels relative to their mean are

z²: −1.26 eV; x²−y²: −1.04 eV
yz and zx: +0.57 eV; xy: +1.17 eV.

The e pair opens by 0.22 eV and the t2 trio by 0.61 eV, yet the e-type orbitals stay lowest and the smallest separation between the groups is 1.61 eV. With the whole displaced lattice of point ions in place of the cage, the openings are 0.21 and 0.60 eV and the separation is 1.42 eV. For a device phase, the matrix of section 3 with the actual oxygen positions, plus the terms of section 9, gives a first-order picture with a fixed d orbital. It leaves out the relaxation of that orbital in the field of the ions and, at sites of lower symmetry, the mixing of d with the s and p orbitals of the metal. It can suggest the order and symmetry of the levels, but quantitative splittings need an electronic-structure calculation.

Operating conditions have a smaller effect in this model. The thermal energy at 358 K is 0.031 eV. A field of 2 MV/cm acting over ⟨r⟩ gives 0.022 eV, and a uniform field has no first-order effect within the d shell because its potential is odd under inversion. A field that switches the polarization also moves the oxygens, and that change enters through the geometry.

The values of the worked example and of most of the estimates are in the numerical output below.

Numbers as computed

```
Coulomb constant k: 1.43996 eV nm
bond length R: 0.220 nm
cubic cell edge 4R/sqrt(3): 0.508 nm
charge number Z: 2
orbital exponent zeta: 50 nm^-1
mean radius <r>: 0.1100 nm
<r^4>: 2.4024e-04 nm^4
k Z F0: 13.0875 eV
k Z F2: 3.5544 eV
k Z F4: 1.3125 eV
one-charge energy sigma: 14.4780 eV
one-charge energy pi: 13.3453 eV
one-charge energy delta: 12.1345 eV
octahedron D = E(e)-E(t2): 2.1876 eV
cube D = E(e)-E(t2): -1.9445 eV
cube D in atomic units: -0.07146 hartree
ratio cube/octahedron: -0.888889
cube e level from mean: -1.1667 eV
cube t2 level from mean: 0.7778 eV
compact formula, octahedron: 2.2375 eV
compact formula, cube: -1.9889 eV
compact formula error: 2.28 %
diffuse test exponent: 20 nm^-1
diffuse test ratio: -0.888889
octahedron D at R = 0.21 nm: 2.7242 eV
cube / shorter octahedron: -0.7138
full ion lattice / nearest cage: 0.899
rough p-d hopping sigma, pi: 2.5, -1.2 eV
rough p-d energy separation: 8.0 eV
covalent D, octahedron: 1.230 eV
covalent D, cube: -1.069 eV
covalent ratio: -0.8690
covalent ratio, hopping x 0.01: -0.88889
rough d-d hopping sigma, pi, delta: -0.6, 0.3, 0.0 eV
d-d hopping band spread: 4.80 eV
d-d hopping change of D at zone centre: 1.50 eV
rough spin-orbit constant: 0.25 eV
spin-orbit splitting of t2: 0.325 eV
remaining e-t2 gap with spin-orbit: 1.920 eV
rough oxygen displacement: 0.025 nm
short, long bonds: 0.2066, 0.2353 nm
displaced cage, z2 from mean: -1.263 eV
displaced cage, x2-y2 from mean: -1.044 eV
displaced cage, yz from mean: 0.567 eV
displaced cage, zx from mean: 0.567 eV
displaced cage, xy from mean: 1.174 eV
thermal energy at 358 K: 0.0309 eV
field 2 MV/cm times |e|<r>: 0.0220 eV
```
